# At the DMFT Mott transition, only the local spin susceptibility diverges

Suppose a DMFT calculation for a correlated metal has converged close to its Mott transition, and the response to a homogeneous magnetic field is wanted. There are two ways to proceed. One may keep the converged bath, apply a small field to the impurity and read off its magnetization. Or one may apply the field to the whole lattice and converge the bath again. The first is cheaper, and it gives the wrong quantity. In the approximate calculation below, at quasiparticle weight $Z=0.01$, it exceeds the uniform susceptibility by a factor of 70; the number depends on the approximation, while the growth as $1/Z$ follows from the arguments below if the exchange between neighbours stays nonzero at the transition, $Zt$ is the only low energy scale of the metal, and its energy is regular in $Z$.

## The belief and its appeal

The belief is that the uniform spin susceptibility diverges at the transition together with the effective mass. It has a reasonable basis. The quasiparticle band narrows in proportion to $Z$, so its density of states grows as $1/Z$, and the Pauli susceptibility is proportional to a density of states. From the other side, the insulator contains local moments, and a free moment has infinite susceptibility at zero temperature. The ordinary Gutzwiller approximation confirms the expectation by an explicit calculation.

Both arguments omit the reaction of the neighbours. Once a moment's surroundings are polarized, antiferromagnetic exchange opposes further polarization.

## Two fields, two baths

Take the half-filled Hubbard model on a Bethe lattice with coordination $z\to\infty$ and nearest-neighbour hopping $t/\sqrt z$. The bare band has half-width $2t$ and density of states $\rho(0)=1/(\pi t)$ per spin at its centre. The field term is $-hS_z$ on each site where the field acts, with $S_z=(n_\uparrow-n_\downarrow)/2$, so $h$ is an energy. Write $m=\langle S_z\rangle$ and $\chi=dm/dh$ at $h=0$. Antiferromagnetic order is suppressed, and the transition is approached from the metal at $T=0$, where $Z\to0$ at $U_{c2}$.

An electron leaving a site can visit $z$ neighbours, each with squared amplitude $t^2/z$. The bath is therefore described by the hybridization function

$$\Delta_\sigma(\omega)=z\,\frac{t^2}{z}\,G_\sigma(\omega)=t^2G_\sigma(\omega).$$

Here $G_\sigma$ is the Green function of a neighbour with the central site removed, which for $z\to\infty$ equals the ordinary local one.

If the field acts on the central site alone, the neighbours with that site removed do not feel it, and $\Delta_\sigma$ stays unpolarized. This defines $\chi_{\rm loc}$. If the field is uniform, $G_\uparrow\ne G_\downarrow$ on every neighbour and the bath is polarized. This defines $\chi_{\rm uni}$. By linearity, $\chi_{\rm uni}=\chi_{\rm loc}+\sum_{j\neq0}\chi_{0j}$, where $\chi_{0j}$ is the response of site $0$ to a field on site $j$. Each nearest neighbour contributes only at order $1/z$, but there are $z$ of them, so their sum survives. The same holds for every further shell: a site $n$ steps away contributes at order $z^{-n}$, and there are about $z^n$ such sites. The sum over shells need not converge: in the insulator treated below each further shell brings a factor $-J/(4k_BT)$, so the series converges only for $4k_BT>J$, and at lower temperature $\chi_{\rm uni}$ is defined by the self-consistent uniform solution.

## What a heavy mass does and does not fix

Let $\Sigma_\sigma$ be the self-energy, measured so that $\Sigma_\sigma(0)=0$ at half filling without a field. It does not depend on momentum. In a Fermi liquid at $T=0$, spin $\sigma=\pm1$ fills the bare band up to

$$\varepsilon^*_\sigma=\frac{\sigma h}{2}-\Sigma_\sigma(0).$$

Particle-hole symmetry gives $\varepsilon^*_\downarrow=-\varepsilon^*_\uparrow$. To first order each occupation changes by $\rho(0)\varepsilon^*_\sigma$, hence

$$m=\tfrac12\rho(0)\left(\varepsilon^*_\uparrow-\varepsilon^*_\downarrow\right)=\rho(0)\,\varepsilon^*_\uparrow,
\qquad
\chi_{\rm uni}=\rho(0)\left[\frac12-\frac{d\Sigma_\uparrow(0)}{dh}\right].$$

The mass enhancement is $1/Z=1-\partial\Sigma/\partial\omega$ at $\omega=0$. It involves the derivative with respect to frequency, whereas $\chi_{\rm uni}$ involves the derivative with respect to field. Neither fixes the other.

The same result can be written in Landau's form. Quasiparticles with density of states $\rho(0)/Z$ per spin, shifted by $\pm h/2$, would give $\chi=\rho(0)/(2Z)$. Their interaction changes this to

$$\chi_{\rm uni}=\frac{\rho(0)}{2Z(1+F)},$$

which defines the Landau parameter $F$. The belief assumes that $1+F$ stays bounded. If $\chi_{\rm uni}$ tends to a finite, nonzero value instead, $1+F$ must grow as $1/Z$.

## The local response diverges

At low frequency and $h=0$, $\omega-\Sigma(\omega)\approx\omega/Z$, so the quasiparticle part of the bath is

$$\Delta(\omega)\approx t^2\int\frac{\rho(\varepsilon)\,d\varepsilon}{\omega/Z-\varepsilon}.$$

It depends on frequency only through $\omega/(Zt)$. Near the transition the impurity carries a spin, and this bath is what screens it. If $Zt$ is the only low energy scale, dimensional analysis gives

$$\chi_{\rm loc}\approx\frac{C}{Zt}$$

with a pure number $C$. The local susceptibility does diverge like the mass.

## The polarized bath pushes back

Consider now the insulator at $U\gg t$, with every site magnetized to $m$. In the bath, the filled states of spin $\sigma$ have weight $n_\sigma$ and the empty ones $1-n_\sigma$, where $n_\uparrow=\frac12+m$ and $n_\downarrow=\frac12-m$.

Let the central site carry spin up. Two virtual processes lower its energy, each with an intermediate state that costs $U$:

- its up electron hops into an empty up state of the bath, with squared amplitude $t^2(1-n_\uparrow)=t^2(\frac12-m)$;
- a down electron hops in from a filled state of the bath, with squared amplitude $t^2n_\downarrow=t^2(\frac12-m)$.

For a central spin down, the roles of the spins are exchanged and $m$ changes sign. Second-order perturbation theory, with the field energy added, gives

$$E_\uparrow=-\frac{2t^2}{U}\left(\frac12-m\right)-\frac h2,
\qquad
E_\downarrow=-\frac{2t^2}{U}\left(\frac12+m\right)+\frac h2,$$

and therefore

$$E_\downarrow-E_\uparrow=h-\frac{4t^2}{U}m\equiv h-Jm,\qquad J=\frac{4t^2}{U}.$$

Thermal occupation of the two orientations requires

$$\frac{\frac12+m}{\frac12-m}=e^{(h-Jm)/k_BT}.$$

The logarithm of the left side is $4m$ to first order in $m$. Thus $4k_BTm=h-Jm$, and

$$\chi_{\rm uni}=\frac{1}{4k_BT+J}.$$

With an unpolarized bath the term $Jm$ is absent, and $\chi_{\rm loc}=1/(4k_BT)$ to leading order in $t/U$. As $T\to0$ the local response diverges, while the uniform one stops at $1/J$.

At smaller $U$ the perturbative value of $J$ no longer suffices, but the condition behind it still holds. For $T\to0$ and $0<|m|<\frac12$, both orientations must be occupied, so they must be degenerate. The field that makes them so defines $J=h/m$ for small $m$. Since $h=de_{\rm ins}/dm$, the energy per site of the insulator is $e_{\rm ins}(m)=e_{\rm ins}(0)+\frac12Jm^2$ to this order.

## Carrying the result into the metal

Near $U_{c2}$, assume that the energy per site at fixed $m$ has a regular expansion in $Z$:

$$e(m,Z)=e_{\rm ins}(m)-a(m)Z+bZ^2,\qquad b>0.$$

The metal exists where $a>0$. Setting $\partial e/\partial Z=0$ gives $Z=a/(2b)$, and inserting this gives

$$e(m)=e_{\rm ins}(m)-\frac{a(m)^2}{4b}.$$

By spin symmetry $a$ is even in $m$, so $a'(0)=0$. Differentiating twice at $m=0$,

$$\frac1{\chi_{\rm uni}}=\frac{d^2e}{dm^2}=J-\frac{2a\,a''+2(a')^2}{4b}=J-\frac{a\,a''}{2b}=J-Z\,a''(0).$$

A dependence of $b$ on $m$ would add only terms of order $a^2$, that is $Z^2$. The metal thus joins the insulator continuously, with $\chi_{\rm uni}\to1/J$.

This also shows where the ordinary Gutzwiller approximation goes wrong. Its insulator has exactly one electron on each site and no virtual hopping. Its energy does not depend on $m$, so $J=0$, and $1/\chi_{\rm uni}$ vanishes in proportion to $Z$. The divergence comes from the missing exchange.

## Numbers

The numerical check uses the ghost Gutzwiller approximation at $T=0$. The physical electron is written as a combination of auxiliary orbitals, whose density matrix and hybridization amplitudes must match those of a small interacting cluster. With three orbitals the method describes a continuous quasiparticle band and two Hubbard bands. It approximates the DMFT solution variationally: its self-energy has few poles and no damping, so $U_{c2}$, $J$, $C$ and the entries of the table carry the error of that approximation. $\chi_{\rm loc}$ and $\chi_{\rm uni}$ come from the same equations, with the bath frozen in the first case and solved again in the second.

| $Z$ | $U/t$ | $t\chi_{\rm loc}$ | $t\chi_{\rm uni}$ | $F$ |
|---|---|---|---|---|
| 0.30 | 4.14 | 2.15 | 0.660 | −0.20 |
| 0.10 | 5.18 | 8.16 | 1.04 | 0.53 |
| 0.02 | 5.64 | 46.0 | 1.30 | 5.1 |
| 0.01 | 5.70 | 94.2 | 1.35 | 10.8 |

From the first row to the last the mass grows by a factor of 30 and $\chi_{\rm loc}$ by 44, but $\chi_{\rm uni}$ only by 2.0. The product $Zt\chi_{\rm loc}$ is 0.92 at $Z=0.02$ and 0.94 at $Z=0.01$, so it is nearly constant, as the scaling argument requires, and a straight line through the two points gives $C\approx0.96$. This value belongs to the approximation and is not tested here; it, the $\chi_{\rm loc}$ column and the ratio of 70 should be read as uncertain by a factor of about two. A cruder estimate with a single bath level, coupling $V^2=Zt^2$, $U=6t$ and singlet-triplet splitting $8V^2/U$, gives $\chi_{\rm loc}=U/(16V^2)$, that is $C=0.375$, which shows that the prefactor is sensitive to how the bath is described.

The parameter $F$ changes sign; the value of $Z$ at which it does so, and the size of $F$ near it, depend on the approximation. At $Z=0.30$ the mass alone would give $t\chi=0.159/0.30=0.53$, less than the computed 0.66, so there the interaction enhances the response beyond the mass. At $Z=0.01$ the mass alone would give 15.9, against 1.35. The ratio is $1+F=11.8$, and the interaction now cancels most of the mass enhancement.

The limit can be checked from both sides. In the metal, $1/(t\chi_{\rm uni})$ is $1/1.3044=0.767$ at $Z=0.02$ and $1/1.3454=0.743$ at $Z=0.01$. A straight line through these points reaches $0.743-0.024\approx0.72$ at $Z=0$. The separate insulating calculation, based on the degeneracy of the two spin orientations, gives $J=0.720\,t$ at the extrapolated $U_{c2}=5.76\,t$. With a parabola through the three smallest $Z$ in place of the straight line, the program tests this agreement to 1 %. The perturbative value there is $4t^2/U_{c2}=0.695\,t$, so $J$ is larger by about 4 %. At $U=40\,t$ the two differ by less than 0.1 %.

The ordinary Gutzwiller approximation at the same $Z=0.01$ gives $t\chi_{\rm uni}=83$, and the value doubles when $Z$ is halved from 0.02.

For a chosen $t=0.25$ eV, the exchange at the transition is $J=0.720\times250\ \text{meV}=180$ meV. With $h=g\mu_BB$ and magnetic moment $g\mu_Bm$, the limiting moment per site and per tesla, in units of $\mu_B$, is $g^2\mu_B/J\approx1.3\times10^{-3}\ \mathrm{T^{-1}}$ for $g=2$.

## What remains true, and where the result stops

The uniform susceptibility does rise towards the transition. Its limit, $1/J=1.39/t$, is 8.7 times the value $\rho(0)/2=0.159/t$ of the free band. A large measured enhancement is therefore compatible with the result; a divergence in step with the mass is not.

The suppression of antiferromagnetism is essential to the setting. In a staggered field the neighbours carry magnetization $-m$, so $Jm$ changes sign in the insulating calculation and $\chi_{\rm stag}=1/(4k_BT-J)$. This diverges at $k_BT=J/4$: on this lattice the exchange that limits the uniform response also makes the paramagnet unstable to order. That temperature is derived only for $U\gg t$. The results above describe the paramagnetic solution with order excluded by assumption, in infinite coordination and at half filling.

For the calculation at the start, the rule is that a uniform field must enter the self-consistency loop. The frozen-bath response is the right answer to a different question, that of a field acting on a single site.

## Table of computed values

```
Bare band: rho(0) = 0.3183 /t, free chi = 0.1592 /t
Insulator, exchange J from spin degeneracy:
  U =  40.0 t: J = 0.1001 t, 4t^2/U = 0.1000 t
  U =  20.0 t: J = 0.2005 t, 4t^2/U = 0.2000 t
  U =  12.0 t: J = 0.3357 t, 4t^2/U = 0.3333 t
  U =   8.0 t: J = 0.5086 t, 4t^2/U = 0.5000 t
  U =   6.5 t: J = 0.6323 t, 4t^2/U = 0.6154 t
  U =   5.8 t: J = 0.7145 t, 4t^2/U = 0.6897 t
Metal, three auxiliary orbitals (chi in 1/t):
   Z     1/Z    U/t     chi_loc  chi_uni    F
  0.30    3.3  4.1397     2.150   0.6598   -0.196
  0.20    5.0  4.6409     3.599   0.8147   -0.023
  0.10   10.0  5.1770     8.157   1.0393    0.531
  0.04   25.0  5.5194    22.254   1.2283    2.239
  0.02   50.0  5.6376    46.044   1.3044    5.101
  0.01  100.0  5.6974    94.154   1.3454   10.830
Z*chi_loc at Z = 0.02, 0.01: 0.9209, 0.9415 /t
Ordinary Gutzwiller, one orbital (chi in 1/t):
  Z = 0.30: U = 5.6814 t, chi_uni =    2.214
  Z = 0.20: U = 6.0737 t, chi_uni =    3.611
  Z = 0.10: U = 6.4421 t, chi_uni =    7.808
  Z = 0.04: U = 6.6534 t, chi_uni =   20.408
  Z = 0.02: U = 6.7224 t, chi_uni =   41.413
  Z = 0.01: U = 6.7566 t, chi_uni =   83.427
Brinkman-Rice critical U = 6.7906 t
Extrapolated Uc2 = 5.7578 t
1/chi_uni of metal at Z -> 0 = 0.7202 t
J of insulator at Uc2 = 0.7202 t
4t^2/Uc2 = 0.6947 t, ratio J/(4t^2/Uc2) = 1.0367
Limiting chi_uni = 1/J = 1.3885 /t, over free value = 8.724
Chosen t = 0.25 eV, g = 2
J at Uc2 = 180.0 meV
Limiting uniform moment = 1.286e-03 Bohr magnetons per tesla per site
```
